# Two-centre projector–orbital integrals from Fourier–Bessel transforms and splines

## Two s functions

Put an s-type projector at the origin and an s-type orbital at $\mathbf R$. Their overlap depends on the distance $R$ alone, yet the defining integral is three-dimensional because the functions have different centres. In Fourier space the displacement is just a phase.

For a function $f(\mathbf r)=f_0(r)Y_{00}$, with $Y_{00}=1/\sqrt{4\pi}$, averaging $e^{-i\mathbf k\cdot\mathbf r}$ over directions gives $j_0(kr)=\sin(kr)/(kr)$. Hence

$$\hat f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r=4\pi Y_{00}\tilde f(k),\qquad \tilde f(k)=\int_0^\infty r^2j_0(kr)f_0(r)\,dr .$$

Shifting the orbital by $\mathbf R$ multiplies its transform by $e^{-i\mathbf k\cdot\mathbf R}$. Parseval's theorem, followed by the average over directions of $\mathbf k$, gives

$$S(R)=\frac{(4\pi)^2Y_{00}^2}{(2\pi)^3}\int_0^\infty 4\pi k^2 j_0(kR)\,\tilde p\,\tilde\varphi\,dk=\frac2\pi\int_0^\infty k^2j_0(kR)\,\tilde p(k)\tilde\varphi(k)\,dk .$$

Each function is transformed once, and every distance then costs a one-dimensional integral. A table in $R$ removes even that.

In the projector augmented-wave (PAW) method with localized orbitals, such integrals $\langle p|\varphi\rangle$ carry the atomic corrections into the orbital basis. They are needed for p and d functions too, for every neighbouring pair, and again whenever atoms move. The orbital may also sit on the projector's own atom, so $R=0$ is an ordinary case.

## Higher angular momentum

Quadrature for each pair of orbitals and each vector $\mathbf R$ would repeat work: rotating $\mathbf R$ changes no radial information. The angular part should therefore be separated before anything is tabulated.

Let $Y_L$, $L=(l,m)$, be real orthonormal harmonics, and let

$$p(\mathbf r)=p_{l_1}(r)Y_{L_1}(\hat{\mathbf r}),\qquad \varphi(\mathbf r)=\varphi_{l_2}(r)Y_{L_2}(\hat{\mathbf r}).$$

The radial functions are real and vanish beyond $r_c$ and $R_c$. The plane-wave expansion is

$$e^{-i\mathbf k\cdot\mathbf r}=4\pi\sum_L(-i)^l j_l(kr)Y_L(\hat{\mathbf k})Y_L(\hat{\mathbf r}).$$

Orthonormality selects one term in each transform:

$$\hat f(\mathbf k)=4\pi(-i)^l\tilde f(k)Y_L(\hat{\mathbf k}),\qquad \tilde f(k)=\int_0^\infty r^2j_l(kr)f_l(r)\,dr .$$

Since $p$ is real, Parseval's theorem reads

$$S_{L_1L_2}(\mathbf R)=\int p(\mathbf r)\varphi(\mathbf r-\mathbf R)\,d^3r=\frac1{(2\pi)^3}\int\hat p^*(\mathbf k)\hat\varphi(\mathbf k)e^{-i\mathbf k\cdot\mathbf R}\,d^3k .$$

Expand the last exponential as well. There are now three factors $4\pi$, so the prefactor is $(4\pi)^3/(2\pi)^3=8$. The phases combine, because $-i=i^{-1}$, to

$$i^{l_1}(-i)^{l_2}(-i)^l=i^{\,l_1-l_2-l}.$$

The angular integral over $\hat{\mathbf k}$ is the Gaunt coefficient

$$G_{L_1L_2L}=\int Y_{L_1}Y_{L_2}Y_L\,d\Omega .$$

Under inversion its integrand acquires $(-1)^{l_1+l_2+l}$, so the coefficient vanishes unless $l_1+l_2+l$ is even. Angular-momentum addition also restricts $l$ to $|l_1-l_2|\le l\le l_1+l_2$. The phase is then the real sign $(-1)^{(l_1-l_2-l)/2}$, and

$$S_{L_1L_2}(\mathbf R)=\sum_LG_{L_1L_2L}\,s_l(R)\,Y_L(\hat{\mathbf R}),$$

$$s_l(R)=8(-1)^{(l_1-l_2-l)/2}\int_0^\infty k^2j_l(kR)\tilde p(k)\tilde\varphi(k)\,dk .$$

Each $s_l$ also depends on $l_1$ and $l_2$. With one radial function for each of s, p and d on both sides, the 81 matrix elements need 14 radial tables.

## What fails at zero distance

The obvious design is to spline $s_l(R)$ and multiply by $Y_L(\hat{\mathbf R})$. At $R=0$ there is no direction $\hat{\mathbf R}$. An arbitrary choice would give the right value, since $s_l(0)=0$ for $l>0$, but it does not secure the gradient. For an orbital on the projector's own atom $\mathbf R$ stays zero as the atom moves, so that pair adds no force. The gradient near $R=0$ matters when the two centres can move independently.

Consider the p–p table with $l=2$. The true $s_2$ starts as $R^2$, but a cubic spline does not know this. In the example below, a spline with spacing 0.10 bohr and not-a-knot ends, which impose no slope, starts with slope $1.71\times10^{-3}$ bohr$^{-1}$. In the $p_z$–$p_z$ integral this slope is multiplied by $G_{p_zp_z,20}=0.2523$ and by $Y_{20}$, which is $0.6308$ along $z$ and $-0.3154$ along $x$. The false radial slopes from this table alone are therefore

$$0.2523\times0.6308\times1.71\times10^{-3}\approx2.7\times10^{-4}\ \text{bohr}^{-1}$$

along $z$ and $-1.4\times10^{-4}$ bohr$^{-1}$ along $x$. The slope is the same towards $+z$ and $-z$, so the interpolated integral has a cusp where the true one is stationary.

Imposing zero slope on the $s_2$ spline would remove this cusp, but the origin would still need a direction chosen by hand. Moving the factor $R^l$ from the radial function to the harmonic removes the need for a direction and builds in the $R^l$ start; the $l=0$ tables still need a slope condition. Write $j_l(kR)=(kR)^lg_l(kR)$, where

$$g_l(x)=\frac{j_l(x)}{x^l}=\sum_{j=0}^{\infty}\frac{(-x^2/2)^j}{j!\,(2l+2j+1)!!}.$$

The working formula becomes

$$S_{L_1L_2}(\mathbf R)=\sum_LG_{L_1L_2L}\,t_l(R)\,\mathcal Y_L(\mathbf R),\qquad \mathcal Y_L(\mathbf R)=R^lY_L(\hat{\mathbf R}),$$

$$t_l(R)=8(-1)^{(l_1-l_2-l)/2}\int_0^\infty k^{l+2}g_l(kR)\tilde p\,\tilde\varphi\,dk .$$

The solid harmonic $\mathcal Y_L$ is a polynomial in $X,Y,Z$; for example $\mathcal Y_{20}=\sqrt{5/16\pi}\,(3Z^2-R^2)$. It needs no direction at the origin. For small $kR$, $g_l$ is evaluated from its series, which avoids $0/0$. The limit is

$$t_l(0)=\frac{8(-1)^{(l_1-l_2-l)/2}}{(2l+1)!!}\int_0^\infty k^{l+2}\tilde p\,\tilde\varphi\,dk .$$

## When the limit is regular

Absolute convergence of this moment suffices for a finite $t_l(0)$. For the slope, note that $g_l$ is bounded and starts as a constant plus a term in $x^2$, so $|g_l(x)-g_l(0)|\le Cx^2$ for all $x$, with some constant $C$. Therefore

$$|t_l(R)-t_l(0)|\le8CR^2\int_0^\infty k^{l+4}|\tilde p\,\tilde\varphi|\,dk .$$

If the integral on the right is finite, $t_l'(0)=0$. The condition is sufficient, not necessary.

Two uniform spheres of equal radius $a$ show how regularity can fail. A small displacement $R$ removes a volume $\pi a^2R$ from their intersection, to first order, whichever way the sphere moves. The overlap has a cusp at $R=0$, and a table with zero slope there would be wrong.

The example uses smoother edges. Its projector is $p_l=Nr^l(1-r^2/r_c^2)^n$ with $n=4$. Set $x=r/r_c$, $\kappa=kr_c$ and

$$I_{l,n}=\int_0^1x^{l+2}(1-x^2)^nj_l(\kappa x)\,dx .$$

Because $\frac{d}{dx}[x^{l+2}j_{l+1}(\kappa x)]=\kappa x^{l+2}j_l(\kappa x)$, and the boundary terms vanish for $n\ge1$, integration by parts gives $I_{l,n}=(2n/\kappa)I_{l+1,n-1}$. The chain ends at $I_{l+n,0}=j_{l+n+1}(\kappa)/\kappa$, so

$$\tilde p(k)=Nr_c^{l+3}\,2^nn!\,\frac{j_{l+n+1}(kr_c)}{(kr_c)^{n+1}} .$$

For large $k$ this falls as $k^{-(n+2)}=k^{-6}$, apart from oscillations.

The orbital is $\varphi_l=N'r^le^{-\alpha r^2}w^4$ with $w=1-r^2/R_c^2$. Since $e^{-\alpha r^2}=e^{-\alpha R_c^2}e^{\alpha R_c^2w}$, expanding the last exponential turns the orbital into a sum of functions of the projector's form with edge powers 4 and higher. Its tail is also $k^{-6}$, and the product falls as $k^{-12}$. For the largest value, $l=4$, the integrand in the slope condition falls as $k^8k^{-12}=k^{-4}$, which is integrable.

## The value and gradient at the origin

At $R=0$ all $\mathcal Y_L$ with $l>0$ vanish. The remaining Gaunt coefficient is $\delta_{L_1L_2}Y_{00}$, so

$$S_{L_1L_2}(0)=\delta_{L_1L_2}\frac{t_0(0)}{4\pi}=\delta_{L_1L_2}\frac2\pi\int_0^\infty k^2\tilde p\,\tilde\varphi\,dk=\delta_{L_1L_2}\int_0^\infty r^2p_l\varphi_l\,dr .$$

The last equality uses $\int_0^\infty k^2j_l(kr)j_l(kr')\,dk=\pi\delta(r-r')/(2r^2)$. The two-centre formula thus contains the one-centre overlap and needs no separate branch.

The gradient follows from the product rule:

$$\nabla S_{L_1L_2}=\sum_LG_{L_1L_2L}\left[t_l'(R)\frac{\mathbf R}{R}\mathcal Y_L+t_l(R)\nabla\mathcal Y_L\right].$$

Differentiating the series gives $g_l'(x)=-x\,g_{l+1}(x)$. Since $g_{l+1}$ is bounded, $|t_l'(R)|$ is at most a constant times $R\int_0^\infty k^{l+4}|\tilde p\,\tilde\varphi|\,dk$. As $R\to0$ the first term therefore vanishes, although $\mathbf R/R$ has no limit. In the second term only $l=1$ survives: $\mathcal Y_{00}$ is constant, and the gradients for $l\ge2$ vanish at the origin. For an s projector and a $p_z$ orbital, $G=1/\sqrt{4\pi}$ and $\mathcal Y_{10}=\sqrt{3/4\pi}\,Z$, so

$$\left.\frac{\partial S_{s,p_z}}{\partial Z}\right|_0=\frac{\sqrt3}{4\pi}t_1(0).$$

This can be checked without Fourier space. Moving the orbital gives $\partial_Z\varphi(\mathbf r-\mathbf R)=-\partial_z\varphi$ at $R=0$. Write $\varphi=\sqrt{3/4\pi}\,z\,q(r)$ with $q=\varphi_1/r$. The angular average of $\partial_z(zq)=q+z^2q'/r$ is $q+rq'/3$, and the constants multiply to $4\pi Y_{00}\sqrt{3/4\pi}=\sqrt3$:

$$\left.\frac{\partial S_{s,p_z}}{\partial Z}\right|_0=-\sqrt3\int_0^\infty r^2p_0\left(q+\frac{rq'}3\right)dr .$$

For a $p_z$ projector and an s orbital, $\partial_z\varphi_0=\varphi_0'z/r$ leads in the same way to $-(1/\sqrt3)\int r^2p_1\varphi_0'\,dr$. Both radial integrals agree with the Fourier result in the tests. The values are $-0.714$ and $+0.323$ bohr$^{-1}$. The first is negative because raising the $p_z$ orbital brings its lower, negative lobe over the projector. The second is positive because raising the s orbital moves it towards the projector's positive lobe.

## How coarse the k-grid may be

A fine $k$-grid chosen by trial would be safe but wasteful. The finite ranges fix the step. The representation

$$j_l(x)=\frac{(-i)^l}{2}\int_{-1}^1e^{ix\mu}P_l(\mu)\,d\mu$$

shows that $j_l(kr)$, as a function of $k$, contains frequencies no larger than $r$. Thus $\tilde p$, $\tilde\varphi$ and $j_l(kR)$ contribute at most $r_c$, $R_c$ and $R$, and their product at most $r_c+R_c+R$. The selection rule makes the integrand even in $k$, so the half-line integral is half of one over the full line. Poisson summation says that a uniform sum with step $h$ adds the frequency components at non-zero multiples of $2\pi/h$. These vanish if $2\pi/h\ge r_c+R_c+R$. For all $R\le r_c+R_c$ it suffices that

$$h\le\frac{\pi}{r_c+R_c}.$$

The remaining error of the $k$-sum comes from stopping at a finite $k$, apart from errors in the radial transforms and rounding.

The case $l=0$ shows what a larger step does. Define $u(R)=R\,t_0(|R|)$. Since $\tilde p\tilde\varphi$ is even,

$$u(R)=8\int_0^\infty k\sin(kR)\tilde p\tilde\varphi\,dk=-4i\int_{-\infty}^{\infty}k\,\tilde p\tilde\varphi\,e^{ikR}\,dk .$$

Poisson summation shifts $R$ in the exponential by multiples of $2\pi/h$, so the sampled result is

$$R\,t_0^{(h)}(R)=\sum_{m=-\infty}^{\infty}u(R+2\pi m/h).$$

Take $r_c+R_c=8$ bohr and double the allowed step. The images are then 8 bohr apart, and at $R=3$ bohr the one at $-5$ bohr intrudes. For the s–s table, $t_0(5)=0.002523$, and the predicted error is $-5\times0.002523/3=-0.004205$. The sampled sum shows this error, about 0.7% of $t_0(3)=0.5911$. It comes from the periodic image of the odd function $u$: the table value at 5 bohr enters with weight $-5/3$, so the error is negative although both s functions are positive. Extending the grid to larger $k$ would not remove it.

## The finite table

When $R\ge r_c+R_c$ the two functions have no common region, so $S=0$ for every direction and every $m_1,m_2$. The harmonics are linearly independent and each allowed $l$ has a non-zero Gaunt coefficient, so every $t_l$ vanishes separately. The table can end at contact. At bounded atomic density each orbital meets a bounded number of projectors, and with a neighbour list the number of integrals grows linearly with the number of atoms.

The construction is now fixed:

1. Transform each radial function once on the grid $k=h,2h,\ldots$; the $k=0$ term vanishes.
2. For each $(l_1,l_2,l)$, sum over $k$ to obtain $t_l$ at the knots.
3. Fit a cubic spline to $t_l$, with zero slope at $R=0$ and at contact.
4. For each neighbour vector, combine spline values, Gaunt coefficients and solid harmonics.

The outer slope is zero because both functions vanish smoothly at their edges. In the example, halving the spacing from 0.10 to 0.05 bohr reduces the largest absolute error of $R^lt_l$ over all tables from $5.9\times10^{-6}$ to $3.7\times10^{-7}$ (no unit). The ratio, 16.07, is close to the $2^4$ expected of a cubic spline on a sufficiently smooth function.

## A worked integral

The model has $r_c=2$ bohr, $R_c=6$ bohr and $\alpha=0.25$ bohr$^{-2}$. Each radial function is normalized to one, so $S$ has no unit. The parameters describe no particular atom. Real PAW projectors are fixed by duality with their partial waves instead of being normalized. With one projector for a given $l$, duality only rescales it and multiplies its integrals by a constant. With several, it also mixes their radial shapes; the formulas above then apply to each resulting radial function. The step is $h=\pi/8=0.3927$ bohr$^{-1}$, with 100 points.

Take $p_z$–$p_z$ at $\mathbf R=(1,2,2)$ bohr, so $R=3$ bohr. The non-zero terms have $L=(0,0)$ and $(2,0)$. With $t_0=-0.38302$, $t_2=-0.08777$ bohr$^{-2}$ and $\mathcal Y_{20}=0.94617$ bohr$^2$,

$$S=0.28209(-0.38302)(0.28209)+0.25231(-0.08777)(0.94617)$$

$$\phantom{S}=-0.03048-0.02095=-0.05143 .$$

Three-dimensional quadrature of the definition gives the same value.

The same two table entries serve every direction at this distance. Along $z$, $\mathcal Y_{20}=9\times0.6308=5.677$ bohr$^2$, and the integral is $S_\sigma=-0.0305-0.1257=-0.1562$. Along $x$, $\mathcal Y_{20}=-2.839$ bohr$^2$, and it is $S_\pi=-0.0305+0.0629=0.0324$. In the first case lobes of opposite sign face each other; in the second, lobes of equal sign lie side by side. For the oblique vector, resolve both p functions along and across $\mathbf R$. The mixed terms vanish by symmetry, and $\cos\theta=2/3$ gives

$$S=\tfrac49(-0.1562)+\tfrac59(0.0324)=-0.0514,$$

in agreement with the Gaunt sum.

Across all 81 pairs, the direct $k$-sum and the three-dimensional quadrature differ by at most $1.1\times10^{-14}$ at $R=3$ bohr and $3.2\times10^{-14}$ at 6 bohr, where the orbital's edge cuts through the projector sphere. The splined result at 3 bohr is equally close, but 3 bohr is a knot of the table. That agreement checks the assembly; the interpolation accuracy is measured by the largest error of $R^lt_l$ between knots, $3.7\times10^{-7}$. The numerical output also lists the one-centre overlaps and a scan along $z$, in which the $p_z$–$p_z$ integral is 0.540 at the origin, $-0.235$ at 2 bohr and $-0.031$ at 4 bohr, and dies away beyond.

## Values computed for the example and the checks

```
projector radius rc = 2.0 bohr
orbital radius Rc = 6.0 bohr
orbital exponent alpha = 0.25 bohr^-2
edge power of both functions = 4
contact distance rc+Rc = 8.0 bohr
k step = 0.392699 bohr^-1, points = 100
largest k = 39.2699 bohr^-1
number of radial tables = 14
R vector = (1.0, 2.0, 2.0) bohr, length 3 = 3.0 bohr
Gaunt pz,pz,00 = 0.282095
Gaunt pz,pz,20 = 0.252313
pp t_0(3) = -0.383016 (no unit)
pp t_2(3) = -0.087769 bohr^-2
Y_00 = 0.282095
R^2 Y_20 = 0.946175 bohr^2
l=0 term = -0.030479
l=2 term = -0.020953
S(pz,pz) from splines = -0.051433
S(pz,pz) direct 3D = -0.051433
S(s,s) splines, same R = 0.047037
S(s,pz) splines, same R = -0.092846
S(pz,s) splines, same R = 0.041359
S(dz2,s) splines, same R = 0.007315
S(dz2,dz2) splines, same R = -0.070552
S at R=0, s with s = 0.725616
S at R=0, p with p = 0.539677
S at R=0, d with d = 0.378304
pp t_2(0) = -1.369256 bohr^-2
dS(s,pz)/dZ at R=0 = -0.714255 bohr^-1
dS(pz,s)/dZ at R=0 = 0.322535 bohr^-1
S(pz,pz) at R = 0 bohr along z = 0.539677
S(pz,pz) at R = 1 bohr along z = 0.155469
S(pz,pz) at R = 2 bohr along z = -0.235496
S(pz,pz) at R = 3 bohr along z = -0.156199
S(pz,pz) at R = 4 bohr along z = -0.031439
S(pz,pz) at R = 6 bohr along z = -0.000034
max error in S, Fourier vs 3D, R=3 bohr = 1.1e-14
max error in S, Fourier vs 3D, R=6 bohr = 3.2e-14
max error in S, splines vs 3D, R=3 bohr = 1.1e-14
max change of t_l (bohr^-l), better k-grid = 7.3e-13
max |R^l t_l| at R=8.5 bohr = 3.8e-16
ss t_0(3) = 0.591090, t_0(5) = 0.002523
aliasing error of ss t_0(3), double k step = -0.004205
aliasing error predicted by images = -0.004205
max error of R^l t_l, spacing 0.10 bohr = 5.88e-06
max error of R^l t_l, spacing 0.05 bohr = 3.66e-07
ratio of these errors = 16.07
false slope at 0, spline of pp R^2 t_2, spacing 0.10 bohr = 1.71e-03 bohr^-1
```
